\section*{Charge neutrality in doped semiconductors by a safeguarded Newton method}

\section{A donor that freezes out}

Cool an n-type semiconductor that also contains some acceptors. Electrons leave the conduction band and return to the donors, but the acceptors keep those they have captured. The Fermi level must settle where the crystal is neutral. With several dopants and two bands this condition has no convenient closed solution, and two questions arise: is there just one such Fermi level, and can a program be sure to find it?

Take first a case that can be solved by hand. A donor of concentration $N_d=10^{16}\,\mathrm{cm^{-3}}$ has its level at energy $E_d$, and $N_a=3\times10^{15}\,\mathrm{cm^{-3}}$ acceptors are all negatively charged. The temperature $T$ is so low that free carriers can be neglected in the charge balance. Let $u=(E_F-E_d)/kT$. A neutral donor holds one electron with either spin, so it has weight 2 against 1 for the ionized donor, and
\begin{equation}
N_d^+=\frac{N_d}{1+2e^{u}} .
\end{equation}
Neutrality, $N_d^+=N_a$, gives $2e^u=N_d/N_a-1$, hence
\begin{equation}
e^{u_*}=\frac{N_d-N_a}{2N_a}=\frac76,\qquad u_*=0.15415 .
\label{toyroot}
\end{equation}

Now find the same root by iteration. Compare the logarithms of the two charges:
\begin{equation}
G(u)=\ln\frac{N_d}{N_a}-\ln(1+2e^u),\qquad
G'(u)=-\frac{2e^u}{1+2e^u}.
\end{equation}
Start with the bracket $[-10,10]$, where $G(-10)=1.204$ and $G(10)=-9.489$. Newton's rule $u\to u-G/G'$, applied at the end with the smaller $|G|$, asks for a step of $1.204/(9.08\times10^{-5})\approx1.3\times10^4$. At $u=-10$ nearly all donors are ionized, so the charge hardly responds to the Fermi level. The step is useless, and we take the midpoint $u=0$ instead. There $G=\ln(10/9)=0.10536>0$, so the root lies in $[0,10]$.

From $u=0$, where $G'=-2/3$, Newton gives $u=0.15804$. Here $G=-0.00272$, and the bracket shrinks to $[0,0.15804]$. With $G'=-0.7008$ the next step is $-0.00389$, which gives $u=0.15415$, equal to the root at this precision. This point lies slightly above the root, so the left end is still at $0$ and the bracket has barely changed. One more evaluation, at the midpoint $0.077$, moves the left end and halves it.

These moves make up the general method: Newton where it works, and the midpoint where it fails or leaves the bracket too wide. They rest on $G$ being decreasing, which must now be shown for the full problem.

\section{The full charge balance}

Measure energies from the valence-band edge and set $x=E_F/kT$, $\gamma=E_g/kT$, with $E_g$ the gap. For parabolic bands
\begin{equation}
n=N_cF_{1/2}(x-\gamma),\qquad p=N_vF_{1/2}(-x),
\end{equation}
\begin{equation}
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty
\frac{\sqrt{\varepsilon}\,d\varepsilon}{1+e^{\varepsilon-\eta}},
\end{equation}
where $N_c$ and $N_v$ are the effective densities of states.

Dopant species $j$ has fixed concentration $N_j$ and a finite set of charge states $q$, in units of the elementary charge, with energy $E_q$ and degeneracy $g_q$. A state of charge $q$ has $q$ fewer electrons than the neutral one. Its grand-canonical weight therefore contains $e^{-qx}$:
\begin{equation}
w_q=\frac{g_qe^{-E_q/kT-qx}}{\sum_r g_re^{-E_r/kT-rx}} .
\label{weights}
\end{equation}
A donor has $g_0=2$, $g_+=1$, $E_0=0$, $E_+=-E_d$, which reproduces the formula of the first section. An acceptor with level $E_a$ has $g_0=4$, $g_-=1$, $E_-=E_a$. The net charge density, divided by the elementary charge, is
\begin{equation}
\rho(x)=p-n+\sum_jN_j\langle q\rangle_j .
\end{equation}
The model assumes equilibrium at $T>0$, independent centres and rigid bands. It leaves out impurity bands and gap narrowing.

\section{Why there is exactly one root}

\subsection{The bands}

The Fermi factor $f=1/(1+e^{\varepsilon-\eta})$ obeys $\partial f/\partial\eta=-\partial f/\partial\varepsilon$. Integration by parts, with vanishing boundary terms, gives
\begin{equation}
\frac{dF_{1/2}}{d\eta}=\frac{1}{\sqrt\pi}\int_0^\infty
\frac{\varepsilon^{-1/2}d\varepsilon}{1+e^{\varepsilon-\eta}}
\equiv F_{-1/2}(\eta)>0 .
\end{equation}
So $n$ rises strictly with $x$ and $p$ falls strictly.

\subsection{The dopants}

Differentiating the logarithm of (\ref{weights}) gives $w_q'=-(q-\langle q\rangle)w_q$. For any function $f(q)$, then,
\begin{equation}
\frac{d\langle f\rangle}{dx}=-\big(\langle fq\rangle-\langle f\rangle\langle q\rangle\big)
=-\frac12\sum_{q,r}w_qw_r\,[f(q)-f(r)](q-r).
\label{cov}
\end{equation}
To verify the last form, expand the product: the two diagonal terms each give $\langle fq\rangle$, the two cross terms each give $-\langle f\rangle\langle q\rangle$, and the factor $\frac12$ removes the doubling.

For $f(q)=q$ every term of the sum is a square, so $\langle q\rangle$ cannot rise with $x$. Nothing was assumed about the order of the levels. The result therefore also covers a negative-$U$ centre, whose middle charge state is not the lowest in energy at any Fermi level. Altogether
\begin{equation}
\rho'=-N_vF_{-1/2}(-x)-N_cF_{-1/2}(x-\gamma)
-\sum_jN_j\,\mathrm{Var}_j(q)<0 ,
\end{equation}
and $\rho$ has at most one root.

\subsection{A bracket that contains it}

Let $Q_+$ and $Q_-$ be the largest positive and negative charge densities, both counted as positive numbers, that the dopants can carry. For $\eta>0$ the Fermi factor exceeds $\frac12$ when $\varepsilon<\eta$, so
\begin{equation}
F_{1/2}(\eta)>\frac{2}{\sqrt\pi}\,\frac12\int_0^\eta\sqrt\varepsilon\,d\varepsilon
=\frac{2\eta^{3/2}}{3\sqrt\pi}.
\end{equation}
Choose the upper end so that this bound makes $n$ larger than $N_v+Q_+$:
\begin{equation}
x_b=\gamma+\left[\frac{3\sqrt\pi}{2}\,\frac{N_v+Q_+}{N_c}\right]^{2/3}.
\end{equation}
Since $1/(1+e^{\varepsilon-\eta})<e^{\eta-\varepsilon}$, we have $F_{1/2}(\eta)<e^\eta$. At $x_b>0$ this gives $p<N_v$. All positive charge is then below $N_v+Q_+<n$, and $\rho(x_b)<0$. Exchanging the roles of the bands gives
\begin{equation}
x_a=-\left[\frac{3\sqrt\pi}{2}\,\frac{N_c+Q_-}{N_v}\right]^{2/3},
\qquad \rho(x_a)>0 .
\end{equation}
Because $\rho$ is continuous, a root exists between $x_a$ and $x_b$, and by monotonicity it is the only one.

\section{An equation suited to Newton's method}

Suppose electrons dominate and are nondegenerate, so that $\rho\approx-Ae^x$ with constant $A$. A Newton step on $\rho$ is then $-\rho/\rho'=-1$: the Fermi level crawls down by $kT$ per evaluation. A logarithm turns the exponential into a straight line. It needs positive arguments, so collect the charges by sign:
\begin{align}
P&=p+\sum_jN_j\langle\max(q,0)\rangle_j,\\
M&=n+\sum_jN_j\langle\max(-q,0)\rangle_j .
\end{align}
Then $\rho=P-M$, because $q=\max(q,0)-\max(-q,0)$. The function $\max(q,0)$ never decreases with $q$, so by (\ref{cov}) its mean never rises with $x$. For $\max(-q,0)$ both signs are reversed. With the strict band terms, $P'<0<M'$, and
\begin{equation}
G=\ln P-\ln M,\qquad G'=\frac{P'}{P}-\frac{M'}{M}<0 .
\end{equation}
$G$ has the same sign and the same single root as $\rho$. In (\ref{cov}) all terms have one sign, so the slopes are computed without cancellation. The sums in $P$ and $M$ are formed from logarithms, with the largest term factored out. Densities too small for the computer's number range then do no harm.

The substitution $\varepsilon=s^2$ removes the square-root singularities of the band integrals:
\begin{equation}
F_{1/2}=\frac4{\sqrt\pi}\int_0^\infty\!\frac{s^2\,ds}{1+e^{s^2-\eta}},\qquad
F_{-1/2}=\frac2{\sqrt\pi}\int_0^\infty\!\frac{ds}{1+e^{s^2-\eta}} .
\end{equation}
The trapezoidal rule with spacing $0.03$ up to $s\approx11$ serves for the cases below. For $\eta<0$ a factor $e^\eta$ is taken out first.

\section{The algorithm and its guarantee}

Keep two points $a<b$ with $G(a)>0>G(b)$, starting from $x_a$ and $x_b$, and choose a tolerance $\delta$. While $b-a>\delta$, carry out one cycle:
\begin{enumerate}
\item From the endpoint with smaller $|G|$, compute the Newton step $-G/G'$. If it is shorter than $\delta/2$, replace it by $0.75\,\delta$ in the same direction.
\item If the new point lies outside $(a,b)$, use the midpoint instead. Evaluate $G$ there and replace the endpoint that has the same sign.
\item If the bracket is still longer than both $\delta$ and half its length at the start of the cycle, evaluate its midpoint too and update again.
\end{enumerate}
If $G=0$ is met, stop there. At the end return the endpoint with smaller $|G|$.

Each cycle either halves the bracket or brings it below $\delta$. With initial width $W=x_b-x_a$, exact arithmetic therefore needs at most
\begin{equation}
K=\left\lceil\log_2(W/\delta)\right\rceil
\end{equation}
cycles of at most two evaluations. The returned point is within $\delta$ of the root.

The usual speed is much better than this bound. Since $G$ is monotonic, the evaluated point with the smallest $|G|$ is always one of the current endpoints, so Newton starts from the best point known. Taylor's theorem about that point $x$, evaluated at the root $x_*$, reads
\begin{equation}
0=G(x)+G'(x)(x_*-x)+\tfrac12G''(\xi)(x_*-x)^2 .
\end{equation}
Dividing by $G'(x)$ and using $x_{\rm new}=x-G/G'$,
\begin{equation}
x_{\rm new}-x_*=\frac{G''(\xi)}{2G'(x)}(x-x_*)^2 .
\end{equation}
Near the root $G\approx G'(x-x_*)$, so to leading order
\begin{equation}
|G_{\rm new}|\approx C\,G^2,\qquad C=\frac{|G''|}{2G'^2}.
\label{quadratic}
\end{equation}
An extra midpoint can only lower the best $|G|$. The short-step rule closes the bracket from the far side once Newton has converged.

\section{A model semiconductor from 20 to 600 K}

Take $E_g=1.1$ eV, and $N_c=2\times10^{19}$ and $N_v=10^{19}\,\mathrm{cm^{-3}}$ at 300 K, both scaling as $T^{3/2}$. The donor of the first section lies $\Delta=0.05$ eV below the conduction band, and the acceptor, at $3\times10^{15}\,\mathrm{cm^{-3}}$, lies 0.06 eV above the valence band. Add $2\times10^{15}\,\mathrm{cm^{-3}}$ of a double donor with levels 0.20 eV (first ionization) and 0.40 eV (second) below the conduction band, and degeneracies 1, 2, 1 for $q=0,1,2$. With $\delta=10^{-10}$ the method gives the table, where $q_1$ and $q_2$ are the mean charges of the shallow and the double donor.

\begin{center}
\begin{tabular}{rccccc}
$T$ (K) & $E_F$ (eV) & $n$ (cm$^{-3}$) & $q_1$ & $q_2$ & evaluations\\
20 & 1.0503 & $1.01\times10^{5}$ & 0.300 & 0.000 & 18\\
50 & 1.0506 & $1.44\times10^{13}$ & 0.301 & 0.000 & 13\\
100 & 1.0393 & $3.35\times10^{15}$ & 0.635 & 0.000 & 11\\
300 & 0.8987 & $8.30\times10^{15}$ & 0.994 & 0.678 & 13\\
600 & 0.6541 & $1.02\times10^{16}$ & 0.999 & 1.545 & 13
\end{tabular}
\end{center}

The acceptors have charge $-1.0000$ throughout. At 300 K the donors supply $(0.994\times10+0.678\times2)\times10^{15}=11.3\times10^{15}\,\mathrm{cm^{-3}}$ positive charges. The acceptors take $3\times10^{15}$, which leaves the listed $8.3\times10^{15}$ electrons. The double donor, neutral in the cold, is on average more than singly ionized at 600 K.

At 100 K the gap is $127.65\,kT$ and the initial bracket runs from $-3.048$ to $128.865$. The guarantee is $K=41$ cycles, and pure bisection would need 43 evaluations including the two ends. The method needs 6 cycles and 11 evaluations. The smaller endpoint value $|G|$ after the first five cycles is
\[
0.41,\quad 0.090,\quad 2.23\times10^{-3},\quad 1.49\times10^{-6},\quad 6.7\times10^{-13}.
\]
At the root $C=0.302$, with $G''$ taken from a finite difference of $G'$. Equation (\ref{quadratic}) predicts $0.302\,(2.23\times10^{-3})^2=1.50\times10^{-6}$ for the fourth value, close to the one found. After the fifth cycle the bracket is still $0.066$ wide. The short-step rule then cuts it to $7.5\times10^{-11}$ with one evaluation.

In this run no Newton step left the bracket, but a less fortunate starting point shows what the safeguard is for. From midgap at 100 K a raw Newton step would be $2.0\times10^8\,kT$ for $G$ and $1.0\times10^8\,kT$ for $\rho$. Both functions lie there on the plateau of fully ionized dopants already met in the hand calculation.

\section{Two laws of freeze-out}

At 20 K the double donor is neutral and $n\ll N_a$, so (\ref{toyroot}) applies. It places $E_F$ at $E_d+kT\ln(7/6)$, which is 0.27 meV above the donor level at 1.05 eV, as in the table. For a nondegenerate band $n=N_ce^{x-\gamma}$, and since $(E_d-E_g)/kT=-\Delta/kT$,
\begin{equation}
n=N_c\,\frac{N_d-N_a}{2N_a}\,e^{-\Delta/kT}.
\end{equation}
This gives $1.01\times10^5\,\mathrm{cm^{-3}}$. Both numbers rest on independent centres. In a real crystal with relative permittivity $\kappa\approx12$, charges at the mean donor distance $r=(3/4\pi N_d)^{1/3}\approx29$ nm interact with an energy $e^2/(4\pi\varepsilon_0\kappa r)\approx4$ meV, more than $kT=1.7$ meV at 20 K. The ionized donors and acceptors then spread the donor levels and shift $E_F$ by amounts of this order, so the offset of 0.27 meV and the prefactor of the law are properties of the model.

The other limit has the shallow donor alone. Each free electron now leaves an ionized donor behind, so $n=N_d/(1+2e^u)$ with $e^u=(n/N_c)e^{\Delta/kT}$. In deep freeze-out $n\ll N_d$, which means $2e^u\gg1$. Dropping the 1 gives $n^2=\frac12N_cN_de^{-\Delta/kT}$, or
\begin{equation}
n=\sqrt{\tfrac12N_cN_d}\;e^{-\Delta/2kT}.
\end{equation}
At 20 K this is $2.08\times10^{10}\,\mathrm{cm^{-3}}$, about $2\times10^5$ times more than in the compensated crystal. Solving the full neutrality equation at 18 and 20 K, and removing the factor $N_c$ or $\sqrt{N_c}$, gives activation energies of 50.0 meV with compensation and 25.0 meV without. The second law requires $N_a\ll n$, because with acceptors present neutrality reads $N_d^+=n+N_a$. At 20 K this means far fewer than $2\times10^{10}$ acceptors per $\mathrm{cm^3}$; even $10^{12}\,\mathrm{cm^{-3}}$, one for every $10^4$ donors, puts the crystal in the first limit. Inserting $e^u=(n/N_c)e^{\Delta/kT}$ into this condition gives $n(n+N_a)/(N_d-N_a-n)=\frac12N_ce^{-\Delta/kT}$. For $n\ll N_d-N_a$ the left side varies locally as $n^s$ with $s=1+n/(n+N_a)$, which lies between 1 and 2. The activation energy is therefore $\Delta/s$, between $\Delta/2$ and $\Delta$, if the factor removed is $N_c^{1/s}$. Removing the power that belongs to the other limit shifts it by up to $\frac34kT$, about 1.2 meV near 19 K. An activation energy of $n$ thus yields the donor depth only if one knows how $N_a$ compares with $n$.

\section{Where the result becomes fragile}

A unique root need not be a well-determined one. A rounding error $\epsilon_G$ in $G$ shifts the root by about $\epsilon_G/|G'|$, provided that $G'$ hardly changes over this distance. A useful uncertainty estimate is then
\begin{equation}
\Delta x\approx\delta+\frac{\epsilon_G}{|G'|},\qquad
\epsilon_G\approx4\epsilon_m(\gamma+50),
\end{equation}
with $\epsilon_m$ the machine precision. The bracket in the second formula represents the size of the logarithms and exponents involved.

Let the shallow donor and the acceptor have equal concentrations $N=10^{16}\,\mathrm{cm^{-3}}$, without the double donor. At 300 K the estimate is $5\times10^{-8}\,kT$ and $E_F=0.5415$ eV. At 100 K, with $G'$ taken at the point the solver returns, it is $9\times10^8\,kT$, far more than the gap; at the true root it would be about $2\times10^{11}\,kT$. Such a value is a warning, not the size of the error, because $G$ bends away from its plateau long before that distance. The plateau is wide enough to spoil the result all the same: $|G|$ stays below $\epsilon_G$ from about 0.33 to 0.79 eV. The solver returns 0.504 eV, but this number has no meaning.

The remedy is to cancel the equal charges before computing. Insert $N_d^+=N-N_d^0$ and $N_a^-=N-N_a^0$, where the superscript 0 marks neutral centres. Neutrality becomes
\begin{equation}
p+N_a^0=n+N_d^0 .
\end{equation}
Near midgap all four terms are simple exponentials: $N_a^0\approx4Ne^{E_a/kT-x}$ and $N_d^0\approx2Ne^{x-E_d/kT}$. Collecting $e^{-x}$ on the left and $e^x$ on the right gives
\begin{equation}
x=\frac{\gamma}{2}+\frac12\ln
\frac{N_v+4Ne^{E_a/kT}}{N_c+2Ne^{\Delta/kT}} .
\end{equation}
At 100 K the logarithm is $1.44$, so $x=(127.65+1.44)/2=64.545$ and $E_F=0.5562$ eV. Bisection of the original equation with 60 digits gives the same value.

At the other extreme, a donor with $10^{20}\,\mathrm{cm^{-3}}$ and a depth of 0.01 eV puts the Fermi level $0.33\,kT$ above the conduction-band edge at 300 K. The Boltzmann formula at this Fermi level overestimates $n$ by 41\% relative to the Fermi--Dirac value. The mathematics still holds, but the physical model is doubtful: at such densities donors overlap, and isolated levels and a rigid gap are no longer safe assumptions.
